# Where Gap States Decay Fastest at a Nearly-Free-Electron Surface: test program

```python
"""Decay constant kappa of gap states in the two-wave nearly-free-electron model.

Result under test, for V < 2*EB and |eps| <= V:
  C*kappa^2 = -(eps + 2*EB) + sqrt(4*EB^2 + 4*EB*eps + V^2)
It vanishes at eps = -V and eps = +V. Its maximum V/(C*g) lies BELOW midgap,
at eps = -V^2/(4*EB); midgap is only the weak-potential limit.
Symbols: C = hbar^2/(2m), a = layer spacing, g = 2*pi/a, EB = C*(g/2)^2,
eps = energy minus EB, crystal potential 2*V*cos(g*z), atom planes at z = n*a.
Energies in eV, lengths in nm. Example: rough parameters for a Ni(111) film.
"""
import itertools
import numpy as np
from scipy import constants as sc
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq, minimize_scalar

C = sc.hbar**2 / (2 * sc.m_e) / sc.e * 1e18
a = 0.20
gap = 6.0
V0 = gap / 2
vacuum = 13.0
g = 2 * np.pi / a
EB = C * (g / 2)**2


def kappa_formula(eps, V):
    x = -(eps + 2 * EB) + np.sqrt(4 * EB**2 + 4 * EB * eps + V**2)
    return np.sqrt(np.maximum(x, 0.0) / C)


def complex_q(E, Kz, K2, coupling):
    """All q solving det[C*(K + q*n)^2 - E + coupling] = 0."""
    n = len(Kz)
    A0 = np.diag(K2 - E / C) + coupling / C
    A1 = np.diag(2 * Kz)
    top = np.hstack([np.zeros((n, n)), np.eye(n)])
    return np.linalg.eigvals(np.vstack([top, np.hstack([-A0, -A1])]))


def slowest_decay(q):
    pure = q[(np.abs(q.real) < 1e-6 * g) & (q.imag > 1e-6)]
    return pure.imag.min()


def peak(function, low, high):
    r = minimize_scalar(lambda e: -function(e), bounds=(low, high),
                        method="bounded", options={"xatol": 1e-8})
    return r.x, -r.fun


# Two plane waves: direct complex wave numbers against the formula
Kz2 = np.array([g / 2, -g / 2])


def two_wave_q(eps, V):
    return complex_q(EB + eps, Kz2, Kz2**2, V * np.array([[0, 1], [1, 0]]))


for V in (0.5, V0, 6.0):
    for s in (-0.95, -0.5, 0.0, 0.5, 0.95):
        q = two_wave_q(s * V, V)
        assert abs(slowest_decay(q) / kappa_formula(s * V, V) - 1) < 1e-8
        real_q = q[np.abs(q.imag) < 1e-6]
        assert len(real_q) == 2 and np.abs(real_q).min() > g / 2
    for s in (-1, 1):
        assert np.abs(two_wave_q(s * V, V)).min() < 1e-4
    e_top, k_top = peak(lambda e: slowest_decay(two_wave_q(e, V)),
                        -0.9 * V, 0.9 * V)
    assert abs(e_top + V**2 / (4 * EB)) < 1e-4
    assert abs(k_top / (V / (C * g)) - 1) < 1e-8

# Outside the condition V < 2*EB the decay constant stays finite at eps = -V
V_strong = 2.2 * EB
k_strong = two_wave_q(-V_strong, V_strong).imag.max()
assert k_strong > 1.0

k_max = V0 / (C * g)
eps_max = -V0**2 / (4 * EB)


# Full cosine potential: even solution integrated over one period
def period_value(E, V, steps=400):
    h = a / steps
    w = (2 * V * np.cos(g * np.arange(2 * steps + 1) * h / 2) - E) / C
    w = w.tolist()
    y, p = 1.0, 0.0
    for i in range(steps):
        w0, w1, w2 = w[2 * i], w[2 * i + 1], w[2 * i + 2]
        k1, l1 = p, w0 * y
        k2, l2 = p + h / 2 * l1, w1 * (y + h / 2 * k1)
        k3, l3 = p + h / 2 * l2, w1 * (y + h / 2 * k2)
        k4, l4 = p + h * l3, w2 * (y + h * k3)
        y += h / 6 * (k1 + 2 * k2 + 2 * k3 + k4)
        p += h / 6 * (l1 + 2 * l2 + 2 * l3 + l4)
    return y


def kappa_full(E, V):
    return np.arccosh(max(1.0, -period_value(E, V))) / a


def edges_full(V):
    def f(E):
        return period_value(E, V) + 1
    return (brentq(f, EB - V - 1, EB, xtol=1e-11),
            brentq(f, EB, EB + V + 1, xtol=1e-11))


offset_ratio = {}
for V in (0.75, 1.5, V0):
    lo, hi = edges_full(V)
    e_top, _ = peak(lambda E: -period_value(E, V), lo, hi)
    offset_ratio[V] = (e_top - (lo + hi) / 2) / (-V**2 / (4 * EB))
assert abs(offset_ratio[0.75] - 1) < 0.01
assert abs(offset_ratio[V0] - 1) < 0.10
lo_full, hi_full = edges_full(V0)
mid_full = (lo_full + hi_full) / 2
off_full = e_top - mid_full
k_full = kappa_full(e_top, V0)
curve_error = max(abs(kappa_full(mid_full + s * V0, V0)
                      - kappa_formula(s * V0, V0)) / k_max
                  for s in np.linspace(-0.9, 0.9, 13))
assert curve_error < 0.02


# Surface states: slab diagonalization against two-wave matching
def slab_state(V, f, layers, n=100):
    """Crystal ends f layers beyond an atom plane; vacuum step outside."""
    h = a / n
    j = np.arange(1, (layers + 10) * n)
    end = round((layers + f) * n)
    inside = 2 * V * np.cos(g * j * h)
    U = np.where(j < end, inside, vacuum)
    U[j == end] = (inside[j == end] + vacuum) / 2
    lo, hi = edges_full(V)
    E, psi = eigh_tridiagonal(U + 2 * C / h**2, np.full(len(j) - 1, -C / h**2),
                              select="v",
                              select_range=(lo + 0.01 * V, hi - 0.01 * V))
    assert len(E) == 1
    density = psi[:, 0]**2
    near = density[(layers - 1) * n:layers * n].sum()
    deep = density[(layers - 7) * n:(layers - 6) * n].sum()
    return E[0], np.log(near / deep) / (12 * a)


def matched_energy(V, f):
    km = V / (C * g)

    def energy(chi):
        return EB + V * np.cos(chi) - C * km**2 * np.sin(chi)**2

    def mismatch(chi):
        lam = np.sqrt((vacuum - energy(chi)) / C)
        theta = g * f * a / 2 - chi / 2
        return ((km * np.sin(chi) + lam) * np.cos(theta)
                - g / 2 * np.sin(theta))
    return energy(brentq(mismatch, 1e-9, np.pi - 1e-9))


terminations = (0.25, 0.40, 0.50, 0.60)
rows, error_strong, error_weak = [], [], []
for f in terminations:
    E, k = slab_state(V0, f, 50)
    E2 = matched_energy(V0, f)
    k2 = kappa_formula(E - mid_full, V0)
    assert abs(k / kappa_full(E, V0) - 1) < 5e-3
    assert abs(k / k2 - 1) < 0.03
    assert abs(E - E2) < 0.8
    rows.append((f, E - EB, E2 - EB, k, k2))
    error_strong.append(abs(E - E2) / V0)
    E, k = slab_state(1.0, f, 100)
    error_weak.append(abs(E - matched_energy(1.0, f)) / 1.0)
assert max(error_weak) < 0.6 * max(error_strong)
assert all(r[1] > s[1] for r, s in zip(rows, rows[1:]))

# Neglected effect: laterally modulated plane waves of the fcc lattice
b = g / np.sqrt(3)


def fcc_waves(cutoff):
    half = np.arange(-5, 6) + 0.5
    keep = []
    for h in itertools.product(half, repeat=3):
        d = np.array(h) - 0.5
        parity = np.mod(np.rint(d), 2)
        if parity.min() == parity.max() and np.dot(h, h) <= cutoff:
            keep.append(h)
    H = np.array(keep)
    diff = np.abs(H[:, None, :] - H[None, :, :])
    link = np.all(np.abs(diff - 1) < 1e-9, axis=2).astype(float)
    return b * H.sum(axis=1) / np.sqrt(3), b**2 * (H**2).sum(axis=1), link


def fcc_peak(cutoff):
    Kz, K2, link = fcc_waves(cutoff)

    def levels(V):
        return np.linalg.eigvalsh(np.diag(C * K2) + V * link)[:2]
    V = brentq(lambda v: np.diff(levels(v))[0] - gap, 1.0, 4.5)
    lo, hi = levels(V)
    e, k = peak(lambda E: slowest_decay(complex_q(E, Kz, K2, V * link)),
                lo + 0.3, hi - 0.3)
    return len(Kz), V, e - (lo + hi) / 2, k


n_small, _, off_small, k_small = fcc_peak(12.0)
n_fcc, V_fcc, off_fcc, k_fcc = fcc_peak(20.0)
assert abs(k_fcc / k_small - 1) < 0.01

# Neglected effect: flat d level below the gap, coupled to both waves
d_depth, d_coupling = 1.0, 1.0
V_d = (gap - 2 * d_coupling**2 / (gap + d_depth)) / 2
E_d = -V_d - d_depth


def kappa_d(eps):
    shift = d_coupling**2 / (eps - E_d)
    return kappa_formula(eps - shift, V_d + shift)


for eps in (-1.5, 0.0, 1.5):
    q = 1j * kappa_d(eps)
    M = np.array([[C * (g / 2 + q)**2 - EB, V_d, d_coupling],
                  [V_d, C * (g / 2 - q)**2 - EB, d_coupling],
                  [d_coupling, d_coupling, E_d]])
    assert np.abs(np.linalg.eigvals(M) - eps).min() < 1e-7
e_top, k_d = peak(kappa_d, -V_d + 0.01, -V_d + gap - 0.01)
off_d = e_top - (-V_d + gap / 2)

# Neglected effect: rigid exchange shift of the gap
exchange = 0.2
k_ref = kappa_formula(-V0 + 1.0, V0)
k_exchange = kappa_formula(-V0 + 1.0 + exchange, V0)

print("INPUT (rough, Ni(111)-like)")
print(f"layer spacing a = {a:.2f} nm; gap = {gap:.1f} eV; V = {V0:.1f} eV")
print(f"vacuum level above mean crystal potential = {vacuum:.1f} eV")
print("TWO-WAVE MODEL")
print(f"C = hbar^2/2m = {C:.6f} eV nm^2")
print(f"g = {g:.4f} nm^-1")
print(f"EB = {EB:.4f} eV; 2*EB = {2 * EB:.4f} eV")
print(f"gap edges above mean potential = {EB - V0:.4f}, {EB + V0:.4f} eV")
print(f"maximum kappa = {k_max:.4f} nm^-1")
print(f"maximum kappa = {k_max * sc.value('Bohr radius') * 1e9:.5f} bohr^-1")
print(f"shortest amplitude decay length = {1 / k_max:.4f} nm")
print(f"shortest amplitude decay length = {1 / k_max / a:.3f} layers")
print(f"maximum lies at eps = {eps_max:.4f} eV from midgap")
print(f"kappa(midgap)/kappa(max) = {kappa_formula(0.0, V0) / k_max:.5f}")
print("eps (eV), kappa (nm^-1):")
for eps in (-3.0, -2.9, -2.0, -1.0, 0.0, 1.0, 2.0, 2.9, 3.0):
    print(f"  {eps:5.1f}  {kappa_formula(eps, V0):.4f}")
print(f"V = 2.2*EB: kappa at eps = -V is {k_strong:.3f} nm^-1")
print("FULL COSINE POTENTIAL")
print(f"gap edges = {lo_full:.4f}, {hi_full:.4f} eV")
print(f"maximum kappa = {k_full:.4f} nm^-1")
print(f"offset of maximum from true midgap = {off_full:.4f} eV")
for V, ratio in offset_ratio.items():
    print(f"V = {V:.2f} eV: offset/(two-wave offset) = {ratio:.5f}")
print(f"largest curve difference/kappa max = {100 * curve_error:.3f} %")
print("SURFACE STATES, energies from EB in eV, kappa in nm^-1")
print("end(layers) E_slab E_match k_slab k_two-wave")
for r in rows:
    print(f"  {r[0]:.2f}  {r[1]:.3f}  {r[2]:.3f}  {r[3]:.4f}  {r[4]:.4f}")
print(f"max |E_slab-E_match|/V at V=3 eV: {max(error_strong):.4f}")
print(f"max |E_slab-E_match|/V at V=1 eV: {max(error_weak):.4f}")
print("NEGLECTED EFFECTS AT THE SAME 6 eV GAP")
print(f"fcc waves: {n_fcc} waves, refitted V = {V_fcc:.4f} eV")
print(f"fcc waves: max kappa = {k_fcc:.4f} nm^-1, offset = {off_fcc:.4f} eV")
print(f"fcc cutoff test, {n_small} to {n_fcc} waves:")
print(f"  kappa shift = {k_fcc - k_small:.1e} nm^-1")
print(f"  offset shift = {off_fcc - off_small:.1e} eV")
print(f"d level {d_depth:.1f} eV below gap, coupling {d_coupling:.1f} eV:")
print(f"  refitted V = {V_d:.4f} eV")
print(f"  max kappa = {k_d:.4f} nm^-1, offset = {off_d:.4f} eV")
print(f"exchange shift {exchange:.1f} eV, state 1 eV above lower edge:")
print(f"  kappa {k_ref:.4f} -> {k_exchange:.4f} nm^-1")
print("all tests passed")
```

It prints:

```
INPUT (rough, Ni(111)-like)
layer spacing a = 0.20 nm; gap = 6.0 eV; V = 3.0 eV
vacuum level above mean crystal potential = 13.0 eV
TWO-WAVE MODEL
C = hbar^2/2m = 0.038100 eV nm^2
g = 31.4159 nm^-1
EB = 9.4008 eV; 2*EB = 18.8015 eV
gap edges above mean potential = 6.4008, 12.4008 eV
maximum kappa = 2.5064 nm^-1
maximum kappa = 0.13263 bohr^-1
shortest amplitude decay length = 0.3990 nm
shortest amplitude decay length = 1.995 layers
maximum lies at eps = -0.2393 eV from midgap
kappa(midgap)/kappa(max) = 0.99685
eps (eV), kappa (nm^-1):
   -3.0  0.0000
   -2.9  0.6976
   -2.0  1.9719
   -1.0  2.4209
    0.0  2.4985
    1.0  2.2968
    2.0  1.7735
    2.9  0.5972
    3.0  0.0000
V = 2.2*EB: kappa at eps = -V is 9.935 nm^-1
FULL COSINE POTENTIAL
gap edges = 6.2858, 12.2763 eV
maximum kappa = 2.4947 nm^-1
offset of maximum from true midgap = -0.2364 eV
V = 0.75 eV: offset/(two-wave offset) = 0.99921
V = 1.50 eV: offset/(two-wave offset) = 0.99683
V = 3.00 eV: offset/(two-wave offset) = 0.98750
largest curve difference/kappa max = 0.575 %
SURFACE STATES, energies from EB in eV, kappa in nm^-1
end(layers) E_slab E_match k_slab k_two-wave
  0.25  2.397  2.245  1.2697  1.2806
  0.40  0.619  0.654  2.3658  2.3764
  0.50  -1.064  -0.757  2.4218  2.4335
  0.60  -2.532  -2.141  1.5816  1.5935
max |E_slab-E_match|/V at V=3 eV: 0.1305
max |E_slab-E_match|/V at V=1 eV: 0.0430
NEGLECTED EFFECTS AT THE SAME 6 eV GAP
fcc waves: 90 waves, refitted V = 2.8317 eV
fcc waves: max kappa = 2.5487 nm^-1, offset = -0.2386 eV
fcc cutoff test, 40 to 90 waves:
  kappa shift = -2.5e-04 nm^-1
  offset shift = 8.1e-05 eV
d level 1.0 eV below gap, coupling 1.0 eV:
  refitted V = 2.8571 eV
  max kappa = 2.6094 nm^-1, offset = -0.3468 eV
exchange shift 0.2 eV, state 1 eV above lower edge:
  kappa 1.9719 -> 2.1034 nm^-1
all tests passed
```
